# LMTO-ASA overlap and Hamiltonian matrices in a general representation: two derivations: test program

```python
# LMTO-ASA matrices in a general representation alpha (Rydberg units, bohr).
# Result under test: for chi = phi + phidot_a h, phidot_a = phidot + o phi, h Hermitian,
#   O = (1+ho)(1+oh) + h p h,   H = h(1+oh) + (1+ho)Enu(1+oh) + h Enu p h.
# phi: partial wave at Enu normalised in the sphere, phidot = d phi/dE, p = <phidot^2>,
# W{f,g} = s^2(f g' - f' g), K=(r/w)^(-l-1), J=(r/w)^l/(2(2l+1)), Ja = J - alpha K,
# N = W{phi,Ja}, o = -W{phidot,Ja}/N, h = (2/w)(-W{phi,K}N + N S N), S = screened structure
# matrix, P = W{phi,K}/W{phi,Ja}. Model: fcc, V = -V0 (1-r^2/s^2)^2, spd basis, one k point.
import numpy as np
from itertools import product
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import erfc
from scipy.constants import physical_constants

RY_EV = physical_constants['Rydberg constant times hc in eV'][0]
s = w = 2.5
V0 = 2.0
Enu = np.array([-0.2, 0.1, 0.3])
hard = 0.7
alat = w*(16*np.pi/3)**(1/3)
kvec = 2*np.pi/alat*np.array([0.5, 0.3, 0.1])
LL = np.array([0, 1, 1, 1, 2, 2, 2, 2, 2])
alpha = np.array([hard**(2*l+1)/(2*(2*l+1)) for l in range(3)])
I9 = np.eye(9)

def solid(v):  # r^l Y_L, real harmonics s, x y z, xy yz zx x2-y2 3z2-r2
    x, y, z = v
    a, b = np.sqrt(3/(4*np.pi)), np.sqrt(15/(4*np.pi))
    return np.array([np.ones_like(x)/np.sqrt(4*np.pi), a*x, a*y, a*z, b*x*y, b*y*z, b*z*x,
                     b/2*(x*x-y*y), np.sqrt(5/(16*np.pi))*(2*z*z-x*x-y*y)])

def angular(n):
    c, wc = np.polynomial.legendre.leggauss(n)
    f = np.pi*np.arange(2*n)/n
    C, F = np.meshgrid(c, f, indexing='ij')
    st = np.sqrt(1-C**2)
    return np.array([(st*np.cos(F)).ravel(), (st*np.sin(F)).ravel(), C.ravel()]), np.repeat(wc, 2*n)*np.pi/n

# bare structure constants from the definition K_L(r-R) = -sum J_L' Y_L' S_L'L, by projection
nv, wv = angular(12)
Yv = solid(nv)
def bare_block(d):
    rho = 0.3*np.linalg.norm(d)
    v = d[:, None] + rho*nv
    r = np.sqrt((v**2).sum(0))
    Kv = solid(v)*w**(LL[:, None]+1.0)/r**(2*LL[:, None]+1.0)
    return -((Yv*wv) @ Kv.T)/((rho/w)**LL/(2*(2*LL+1)))[:, None]

sites = sorted([n for n in product(range(-3, 4), repeat=3) if sum(n) % 2 == 0 and np.dot(n, n) <= 14],
               key=lambda n: np.dot(n, n))
ns = len(sites)
S0c, cache = np.zeros((9*ns, 9*ns)), {}
for i, a in enumerate(sites):
    for j, b in enumerate(sites):
        if i != j:
            key = (a[0]-b[0], a[1]-b[1], a[2]-b[2])
            if key not in cache:
                cache[key] = bare_block(np.array(key)*alat/2)
            S0c[9*i:9*i+9, 9*j:9*j+9] = cache[key]
assert abs(S0c - S0c.T).max() < 1e-7
assert abs(cache[(1, 1, 0)][0, 0] + 2*w/(alat/np.sqrt(2))) < 1e-8
ai = np.tile(1/alpha[LL], ns)
M = np.diag(ai) - 0.5*(S0c + S0c.T)
np.linalg.cholesky(M)
row = (np.linalg.solve(M, np.eye(9*ns)[:, :9])*ai[:, None]*ai[None, :9]).T
row[:, :9] -= np.diag(ai[:9])
Sk = sum(row[:, 9*j:9*j+9]*np.exp(1j*kvec @ np.array(b)*alat/2) for j, b in enumerate(sites))
antiherm = abs(Sk - Sk.conj().T).max()
assert antiherm < 1e-2          # finite-cluster truncation
Sk = 0.5*(Sk + Sk.conj().T)
def rescreen(beta):
    return Sk @ np.linalg.inv(I9 - np.diag((beta-alpha)[LL]) @ Sk)
eta, ew = 2/alat, 0.0
for n in product(range(-6, 7), repeat=3):
    if sum(n) % 2 == 0 and any(n):
        R = np.array(n)*alat/2
        ew += np.cos(kvec @ R)*erfc(eta*np.linalg.norm(R))/np.linalg.norm(R)
    if n[0] % 2 == n[1] % 2 == n[2] % 2:
        q2 = ((kvec + 2*np.pi/alat*np.array(n))**2).sum()
        ew += 16*np.pi/alat**3*np.exp(-q2/(4*eta**2))/q2
ewald_ss = -2*w*(ew - 2*eta/np.sqrt(np.pi))
S0k = rescreen(np.zeros(3))
assert abs(S0k[0, 0] - ewald_ss) < 1e-2   # finite-cluster truncation

# partial waves phi_l = r^l sum c_n (r/s)^(2n); energy derivative by complex step
xg, wg = np.polynomial.legendre.leggauss(30)
rg, wr = s*(xg+1)/2, wg*s/2
NT, tiny = 60, 1e-30
poly = np.polynomial.polynomial.polyval
def series(l, E, v0):
    c, v = np.zeros(NT, complex), (-v0-E, 2*v0, -v0)
    c[0] = 1
    for n in range(1, NT):
        c[n] = s*s*sum(v[j]*c[n-1-j] for j in range(3) if n-1-j >= 0)/(2*n*(2*n+2*l+1))
    return c/np.sqrt(np.sum(wr*rg**(2*l+2)*poly((rg/s)**2, c)**2))
def edge(l, c):
    return np.array([s**l*c.sum(), s**(l-1)*((l+2*np.arange(NT))*c).sum()])
W = lambda f, g: s*s*(f[0]*g[1] - f[1]*g[0])
Kf = lambda l: (s/w)**(-l-1)*np.array([1, -(l+1)/s])
Jf = lambda l, a: (s/w)**l/(2*(2*l+1))*np.array([1, l/s]) - a*Kf(l)

def waves(En, v0):
    out = []
    for l in range(3):
        c = series(l, En[l] + 1j*tiny, v0)
        cp, cd = c.real, c.imag/tiny
        out.append((cp, cd, edge(l, cp), edge(l, cd), np.sum(wr*rg**(2*l+2)*poly((rg/s)**2, cd)**2)))
    return out
def lmto(En, v0, al, S):
    wav = waves(En, v0)
    N = np.array([W(wav[l][2], Jf(l, al[l])) for l in range(3)])
    o = np.array([-W(wav[l][3], Jf(l, al[l])) for l in range(3)])/N
    c = -2/w*N*np.array([W(wav[l][2], Kf(l)) for l in range(3)])
    p = np.array([x[4] for x in wav])
    h = np.diag(c[LL]) + 2/w*N[LL][:, None]*S*N[LL][None, :]
    o9, p9, E9 = np.diag(o[LL]), np.diag(p[LL]), np.diag(En[LL])
    O = (I9 + h@o9) @ (I9 + o9@h) + h@p9@h
    H = h@(I9 + o9@h) + (I9 + h@o9)@E9@(I9 + o9@h) + h@E9@p9@h
    return dict(wav=wav, N=N, o=o, c=c, p=p, h=h, O=O, H=H)
gam = lambda wav: np.array([W(wav[l][3], Jf(l, 0))/W(wav[l][3], Kf(l)) for l in range(3)])
m = lmto(Enu, V0, alpha, Sk)
wav, N, o, p, h = m['wav'], m['N'], m['o'], m['p'], m['h']

# Wronskians, and o, h from derivatives of the potential function
def Pfun(l, E):
    e = edge(l, series(l, E + 1j*tiny, V0))
    z = W(e, Kf(l))/W(e, Jf(l, alpha[l]))
    return z.real, z.imag/tiny
Pv, Pd = np.array([Pfun(l, Enu[l]) for l in range(3)]).T
Pdd = np.array([(Pfun(l, Enu[l]+1e-4)[1] - Pfun(l, Enu[l]-1e-4)[1])/2e-4 for l in range(3)])
for l in range(3):
    assert abs(W(wav[l][2], wav[l][3]) + 1) < 1e-10 and abs(W(Kf(l), Jf(l, alpha[l])) - w/2) < 1e-12
    e2 = (waves(Enu+1e-4, V0)[l][3] - waves(Enu-1e-4, V0)[l][3])/2e-4
    assert abs(e2 + 3*p[l]*wav[l][2]).max() < 1e-7      # second derivative at the boundary
assert (N > 0).all() and abs(Pd*N**2 - w/2).max() < 1e-9 and abs(o - Pdd/(2*Pd)).max() < 1e-6
assert abs(h - (np.diag((-Pv/Pd)[LL]) + Sk/np.sqrt(np.outer(Pd[LL], Pd[LL])))).max() < 1e-9

# chi from direct value-and-slope matching to the envelope, then 3D quadrature
A, B = np.zeros((9, 9), complex), np.zeros((9, 9), complex)
for i, l in enumerate(LL):
    env = np.outer(Kf(l), I9[i]) - np.outer(Jf(l, alpha[l]), Sk[i])
    A[i], B[i] = np.linalg.solve(np.array([wav[l][2], wav[l][3]]).T, env)*(2*N[LL]/w)
assert abs(B - h).max() < 1e-9 and abs(A - I9 - np.diag(o[LL])@h).max() < 1e-9
na, wa = angular(6)
pts = (rg[None, :, None]*na[:, None, :]).reshape(3, -1)
wt = np.outer(wr*rg**2, wa).ravel()
def basis(v):
    t, Y = (v**2).sum(0)/s**2, solid(v)
    g = [[poly(t, wav[l][k]) for l in range(3)] for k in (0, 1)]
    return np.array([g[k][l]*Y[i] for k in (0, 1) for i, l in enumerate(LL)])
F, dx = basis(pts), 0.02
lap = -7.5*F
for ax in range(3):
    for st, cf in ((1, 4/3), (-1, 4/3), (2, -1/12), (-2, -1/12)):
        lap = lap + cf*basis(pts + st*dx*np.eye(3)[ax][:, None])
HF = -lap/dx**2 - V0*(1 - (pts**2).sum(0)/s**2)**2*F
ob, hb = (F*wt) @ F.T, (F*wt) @ HF.T
hs = hb - ob*np.tile(Enu[LL], 2)
assert abs(ob[:9, :9] - I9).max() < 1e-10 and abs(ob[:9, 9:]).max() < 1e-10
assert abs(hs[:9, 9:] - I9).max() < 1e-6 and abs(hs[9:, :9]).max() < 1e-6
AB = np.vstack([A, B])
chi, Hchi = AB.T @ F, AB.T @ HF
Oq, Hq = (chi.conj()*wt) @ chi.T, (chi.conj()*wt) @ Hchi.T
dO, dH, dherm = abs(Oq - m['O']).max(), abs(Hq - m['H']).max(), abs(Hq - Hq.conj().T).max()
assert dO < 1e-9*abs(Oq).max()
assert dH < 1e-6*abs(Hq).max() and dherm < 1e-6*abs(Hq).max()   # finite-difference Laplacian
misorder = abs(h + h@np.diag(o[LL])@h + np.diag(Enu[LL])@Oq - Hq).max()
assert misorder > 1e-2

# representation independence
g = gam(wav)
mg, m0 = lmto(Enu, V0, g, rescreen(g)), lmto(Enu, V0, np.zeros(3), S0k)
hg = h @ np.linalg.inv(I9 + np.diag(o[LL])@h)
assert abs(mg['o']).max() < 1e-10 and abs(mg['h'] - hg).max() < 1e-8*abs(hg).max()
ev = [eigh(x['H'], x['O'], eigvals_only=True) for x in (m, mg, m0)]
drep = max(abs(ev[0]-ev[1]).max(), abs(ev[0]-ev[2]).max())
assert drep < 1e-7

# KKR-ASA root and error orders
def secular(E, v0):
    e = [edge(l, series(l, E, v0).real) for l in range(3)]
    wk = np.array([W(e[l], Kf(l)) for l in LL])
    wj = np.array([W(e[l], Jf(l, alpha[l])) for l in LL])
    return np.linalg.det(np.diag(wk) - wj[:, None]*Sk).real
def first_root(v0, lo):
    E = np.arange(lo, lo+1.3, 0.02)
    f = np.array([secular(x, v0) for x in E])
    i = np.where(f[:-1]*f[1:] < 0)[0][0]
    return brentq(secular, E[i], E[i+1], args=(v0,), xtol=1e-14, rtol=1e-14)
near = lambda v, E: v[np.argmin(abs(v - E))]
Ex = first_root(V0, -0.7)
El = near(ev[0], Ex)
assert abs(El - Ex) < 2e-3
def errors(d):
    En = np.full(3, Ex + d)
    x = lmto(En, V0, alpha, Sk)
    gg = gam(x['wav'])
    y = lmto(En, V0, gg, rescreen(gg))
    return np.array([near(eigh(x['H'], x['O'], eigvals_only=True), Ex),
                     near(Ex + d + np.linalg.eigvalsh(y['h']), Ex),
                     near(Ex + d + np.linalg.eigvalsh(x['h']), Ex)]) - Ex
assert abs(errors(0.0)).max() < 1e-9
ds = (0.2, 0.1, 0.05)
er = [errors(d) for d in ds]
order = np.log2(abs(er[1]/er[2]))
assert abs(order - np.array([4, 3, 2])).max() < 0.25
k2 = kvec @ kvec
xf = lmto(np.full(3, k2), 0.0, alpha, Sk)
Ef, Efx = near(eigh(xf['H'], xf['O'], eigvals_only=True), k2), first_root(0.0, 0.05)
assert abs(Ef - Efx) < 1e-6 and abs(Ef/k2 - 1) < 0.03   # second tolerance: ASA geometry error

f3 = lambda name, v: print(name + " (s,p,d): " + "  ".join(f"{x:.6f}" for x in v))
print(f"s = w = {s} bohr, V0 = {V0} Ry, hard radius/w = {hard}, a = {alat:.5f} bohr, sites = {ns}")
print("k (1/bohr): " + "  ".join(f"{x:.5f}" for x in kvec) + f",  k^2 = {k2:.6f} Ry")
f3("Enu [Ry]", Enu); f3("alpha", alpha); f3("gamma", g)
f3("phi(s) [bohr^-3/2]", [x[2][0] for x in wav])
f3("phidot(s) [bohr^-3/2/Ry]", [x[3][0] for x in wav])
f3("D(phi)", [s*x[2][1]/x[2][0] for x in wav]); f3("D(phidot)", [s*x[3][1]/x[3][0] for x in wav])
f3("N [bohr^-1/2]", N); f3("P", Pv); f3("Pdot [1/Ry]", Pd); f3("Pddot [1/Ry^2]", Pdd)
f3("o [1/Ry]", o); f3("p [1/Ry^2]", p); f3("C-Enu [Ry]", m['c']); f3("Delta [Ry]", 2/w*N**2)
print(f"cluster anti-Hermitian residue of S(k) = {antiherm:.1e}")
print(f"bare S_ss(k): unscreened {S0k[0,0].real:.5f}, Ewald {ewald_ss:.5f}")
print(f"S_ss = {Sk[0,0].real:.6f}, Im S_sx = {Sk[0,1].imag:.6f}")
print(f"h_ss = {h[0,0].real:.6f} Ry, Im h_sx = {h[0,1].imag:.6f} Ry")
T = np.array([(abs(h[0, LL == l])**2).sum() for l in range(3)])
f3("T_l = sum_m |h_s,lm|^2 [Ry^2]", T)
print(f"O_ss parts: 2 o h = {2*o[0]*h[0,0].real:.6f}, sum o^2 T = {o**2 @ T:.6f}, sum p T = {p @ T:.6f}")
print(f"O_ss formula = {m['O'][0,0].real:.6f}, quadrature = {Oq[0,0].real:.6f}")
t1 = h[0, 0].real + o @ T
t2 = Enu[0]*(1 + 2*o[0]*h[0, 0].real) + (Enu*o**2) @ T
print(f"H_ss parts [Ry]: h(1+oh) {t1:.6f}, (1+ho)E(1+oh) {t2:.6f}, hEph {(Enu*p) @ T:.6f}")
print(f"H_ss formula = {m['H'][0,0].real:.6f} Ry, quadrature = {Hq[0,0].real:.6f} Ry")
print(f"Im O_sx formula = {m['O'][0,1].imag:.6f}, quadrature = {Oq[0,1].imag:.6f}")
print(f"Im H_sx formula = {m['H'][0,1].imag:.6f} Ry, quadrature = {Hq[0,1].imag:.6f} Ry")
print(f"max |O-Oquad| = {dO:.1e}, max |H-Hquad| = {dH:.1e} Ry, max |Hquad-Hquad^+| = {dherm:.1e} Ry")
print(f"s wave: <phi|H-E|phidot> = {hs[0,9]:.6f}, <phidot|H-E|phi> = {abs(hs[9,0]):.6f}")
print(f"max error if Enu is pulled to the left of O = {misorder:.4f} Ry")
print(f"h_ss: gamma {mg['h'][0,0].real:.6f} Ry, bare {m0['h'][0,0].real:.6f} Ry")
print(f"O_ss: gamma {mg['O'][0,0].real:.6f}, bare {m0['O'][0,0].real:.6f}")
f3("o bare [1/Ry]", m0['o'])
for name, v in zip(("alpha", "gamma", "bare"), ev):
    print(f"lowest 4 levels, {name} [Ry]: " + "  ".join(f"{x:.6f}" for x in v[:4]))
print(f"max level difference between representations = {drep:.1e} Ry")
print(f"LMTO level = {El:.7f} Ry = {El*RY_EV:.5f} eV")
print(f"KKR-ASA root = {Ex:.7f} Ry = {Ex*RY_EV:.5f} eV, difference = {El-Ex:.2e} Ry")
for d, e in zip(ds, er):
    print(f"Enu-E = {d} Ry: error full {e[0]:.3e}, Enu+h_gamma {e[1]:.3e}, Enu+h_alpha {e[2]:.3e} Ry")
print("observed orders (full, h_gamma, h_alpha): " + "  ".join(f"{x:.2f}" for x in order))
print(f"empty lattice: LMTO {Ef:.6f} Ry, KKR-ASA {Efx:.6f} Ry, relative to k^2 {100*(Ef/k2-1):.2f} %")
print("no test failed")
```

Running it gives:

```
s = w = 2.5 bohr, V0 = 2.0 Ry, hard radius/w = 0.7, a = 6.39719 bohr, sites = 135
k (1/bohr): 0.49109  0.29465  0.09822,  k^2 = 0.337636 Ry
Enu [Ry] (s,p,d): -0.200000  0.100000  0.300000
alpha (s,p,d): 0.350000  0.057167  0.016807
gamma (s,p,d): 0.373429  0.106263  0.060200
phi(s) [bohr^-3/2] (s,p,d): 0.259827  0.489571  0.620977
phidot(s) [bohr^-3/2/Ry] (s,p,d): -0.352211  -0.139724  -0.080295
D(phi) (s,p,d): -1.420557  0.430175  1.540546
D(phidot) (s,p,d): 2.950356  6.277708  9.562754
N [bohr^-1/2] (s,p,d): 0.365761  0.286271  0.189799
P (s,p,d): 0.746883  -10.389990  -37.138934
Pdot [1/Ry] (s,p,d): 9.343625  15.252968  34.699336
Pddot [1/Ry^2] (s,p,d): -4.163742  -15.128011  -40.011942
o [1/Ry] (s,p,d): -0.222812  -0.495904  -0.576552
p [1/Ry^2] (s,p,d): 0.284775  0.037034  0.009896
C-Enu [Ry] (s,p,d): -0.079935  0.681178  1.070307
Delta [Ry] (s,p,d): 0.107025  0.065561  0.028819
cluster anti-Hermitian residue of S(k) = 7.6e-04
bare S_ss(k): unscreened 0.43748, Ewald 0.43762
S_ss = 2.195525, Im S_sx = 4.260536
h_ss = 0.155041 Ry, Im h_sx = 0.356886 Ry
T_l = sum_m |h_s,lm|^2 [Ry^2] (s,p,d): 0.024038  0.163990  0.052712
O_ss parts: 2 o h = -0.069090, sum o^2 T = 0.059044, sum p T = 0.013440
O_ss formula = 1.003394, quadrature = 1.003394
H_ss parts [Ry]: h(1+oh) 0.037970, (1+ho)E(1+oh) -0.177131, hEph -0.000605
H_ss formula = -0.139766 Ry, quadrature = -0.139766 Ry
Im O_sx formula = -0.172136, quadrature = -0.172136
Im H_sx formula = 0.229322 Ry, quadrature = 0.229322 Ry
max |O-Oquad| = 3.5e-15, max |H-Hquad| = 3.4e-09 Ry, max |Hquad-Hquad^+| = 6.1e-10 Ry
s wave: <phi|H-E|phidot> = 1.000000, <phidot|H-E|phi> = 0.000000
max error if Enu is pulled to the left of O = 0.0340 Ry
h_ss: gamma 0.400487 Ry, bare -0.026331 Ry
O_ss: gamma 1.066782, bare 1.430232
o bare [1/Ry] (s,p,d): -2.815364  -2.643386  -2.128395
lowest 4 levels, alpha [Ry]: -0.232228  1.004510  1.428594  1.933960
lowest 4 levels, gamma [Ry]: -0.232228  1.004510  1.428594  1.933960
lowest 4 levels, bare [Ry]: -0.232228  1.004510  1.428594  1.933960
max level difference between representations = 1.2e-13 Ry
LMTO level = -0.2322282 Ry = -3.15963 eV
KKR-ASA root = -0.2322427 Ry = -3.15982 eV, difference = 1.45e-05 Ry
Enu-E = 0.2 Ry: error full 9.339e-05, Enu+h_gamma -2.164e-03, Enu+h_alpha -8.842e-03 Ry
Enu-E = 0.1 Ry: error full 5.245e-06, Enu+h_gamma -2.455e-04, Enu+h_alpha -2.809e-03 Ry
Enu-E = 0.05 Ry: error full 3.110e-07, Enu+h_gamma -2.926e-05, Enu+h_alpha -7.710e-04 Ry
observed orders (full, h_gamma, h_alpha): 4.08  3.07  1.87
empty lattice: LMTO 0.336144 Ry, KKR-ASA 0.336144 Ry, relative to k^2 -0.44 %
no test failed
```
